# Why smoothing along the line defeats white-floor subtraction in roughness spectra

**Question.** The roughness of a resist line is measured by locating its edge in each row of an electron micrograph. Image noise adds an error to every position, and this error is removed by reading the flat floor of the edge spectrum at high frequency and subtracting it at all frequencies. If the image is first smoothed along the line, the floor can drop by orders of magnitude and the edge looks cleaner. Why does the subtraction then give a wrong roughness, and how wrong is it?

## What the subtraction relies on

Let the rows $j=0,\dots,N-1$ lie at pitch $d$ along a line of length $L=Nd$. The measured edge position is

$$m_j=e_j+\eta_j ,$$

with $e_j$ the true edge and $\eta_j$ the detection error. Define the two-sided spectrum at $f_k=k/L$ by

$$P_k=\frac{d}{N}\Big|\sum_j m_j e^{-2\pi i jk/N}\Big|^2 .$$

Parseval's theorem, $\sum_j m_j^2=\frac1N\sum_k|\hat m_k|^2$, with $|\hat m_k|^2=NP_k/d$, gives the variance about the mean position:

$$V=\frac1{N^2}\sum_{k\neq0}|\hat m_k|^2=\frac1L\sum_{k\ne0}P_k .$$

The term $k=0$ is the mean position and is left out.

Suppose that the pixel noise is independent from row to row. Suppose also that the image window is wide and the pixels are fine compared with the edge blur. Shifting an edge then shifts its estimated position by the same amount, so the distribution of $\eta_j$ does not depend on $e_j$. The cross terms between $e$ and $\eta$ average to zero for $k\neq0$. With variance $\sigma_\eta^2$ in each row, independence gives $\langle|\hat\eta_k|^2\rangle=N\sigma_\eta^2$, and hence

$$P_m(f)=P_e(f)+W,\qquad W=\sigma_\eta^2 d .$$

The noise spectrum is white: it has the same height at all frequencies. True roughness falls with frequency. If the noise is strong enough, as in the main example below, the spectrum is therefore almost pure noise near the Nyquist frequency $1/(2d)$. A floor read there can stand for the noise at low frequency, where it cannot be seen separately. The whole procedure rests on this transfer from high to low frequency, and the transfer rests on the independence of the rows.

## How large the noise is

Take an edge profile $S(x)=b+s\,\Phi(x/w)$, where $\Phi$ is the normal distribution function, $b$ the background, $s$ the step in counts per pixel and $w$ the edge width parameter. The position $u$ is found by minimizing $\sum_i[I_i-S(x_i-u)]^2$ over the pixels of a row. The minimum obeys

$$\sum_i[I_i-S(x_i-u)]\,S'(x_i-u)=0 .$$

Insert $I_i=S(x_i-e)+n_i$ and $u=e+\eta$, and expand to first order using $S(x-e-\eta)\approx S(x-e)-\eta S'(x-e)$. The bracket becomes $n_i+\eta S'_i$, so

$$\eta=-\frac{\sum_i n_iS'_i}{\sum_i S_i'^2},\qquad \sigma_\eta^2=\frac{\sum_i v_iS_i'^2}{(\sum_iS_i'^2)^2}.$$

For counting noise the pixel variance is $v_i=S_i$. About the edge, $S$ is $b+s/2$ plus an odd function, which drops out against the even weight $S'^2$. The numerator is thus $(b+s/2)\sum_iS_i'^2$. With pixel size $p$ across the edge,

$$\sum_iS_i'^2\approx\frac1p\int\frac{s^2}{2\pi w^2}e^{-x^2/w^2}dx=\frac{s^2}{2\sqrt\pi\,wp},$$

and therefore

$$\sigma_\eta^2=\frac{(b+s/2)\,2\sqrt\pi\,wp}{s^2}.$$

The example has $b=5$, $s=10$, $w=2$ nm and $p=d=0.8$ nm. Then $\sigma_\eta^2=10\times3.545\times2\times0.8/100=0.567$ nm², so $\sigma_\eta=0.753$ nm and $W=0.454$ nm³.

Full nonlinear fits to 80 synthetic images of 1024 rows give a noise variance of 0.624 nm², 10% above the first-order value. At twenty times the dose the ratio is 1.002, which identifies the excess as an effect of nonlinear detection. The excess does not spoil whiteness, since the argument for whiteness used independence and shifting, not linearity.

## What smoothing along the line does

Replace each row by a weighted average of its neighbours, $I^s_j(x)=\sum_m h_mI_{j-m}(x)$, with symmetric weights and $\sum_mh_m=1$. Let $\bar e_j=\sum_mh_me_{j-m}$ be the smoothed edge. Expanding each profile about $\bar e_j$ gives

$$\sum_mh_mS(x-e_{j-m})=S(x-\bar e_j)+\tfrac12S''(x-\bar e_j)\sum_mh_m(e_{j-m}-\bar e_j)^2+\dots$$

The first-order term has vanished by the definition of $\bar e_j$. The second-order term blurs the profile slightly but does not move the fitted position at this order, because $S''$ is odd, $S'$ is even, and $\sum_iS'_iS''_i\approx0$. The noise enters linearly, so to leading order its error is averaged with the same weights:

$$m^s_j=\sum_mh_m\,(e_{j-m}+\eta_{j-m}).$$

The errors of neighbouring rows now share pixels. Their covariance at a separation of $q$ rows is

$$C_q=\sigma_\eta^2c_q,\qquad c_q=\sum_mh_mh_{m+q}.$$

The error variance falls from $\sigma_\eta^2$ to $\sigma_\eta^2c_0$, which is the visible benefit. The zero-frequency spectrum, however, is $d$ times the sum of all covariances:

$$d\sum_qC_q=d\sigma_\eta^2\Big(\sum_mh_m\Big)^2=W .$$

The smaller variance is compensated by the new correlations, and the noise at zero frequency keeps its full height. An average over neighbours strongly reduces errors that alternate from row to row; it cannot cancel an error that drifts slowly, since the neighbours carry nearly the same drift.

At general frequency the convolution becomes a product with $H(f)=\sum_mh_m\cos(2\pi fmd)$:

$$P_s(f)=|H(f)|^2\,[P_e(f)+W].$$

For small $f$, $\cos z\approx1-z^2/2$ gives $|H|^2\approx1-(2\pi f\ell)^2$, where $\ell^2=d^2\sum_mm^2h_m$ is the squared width of the filter. "Low frequency" in this problem therefore means $2\pi f\ell\ll1$. It does not mean low compared with the inverse correlation length of the roughness. The smoothing also does not create the low-frequency noise, which was there before. It removes the high-frequency part by which that noise could be measured.

The example uses Gaussian weights with a standard deviation of one row, so $\ell=0.8$ nm. The mean error spectra in nm³, with the floor band taken as the top fifth of the range up to the Nyquist frequency 0.625 nm⁻¹, are:

| Smoothing | $f<0.05$ nm⁻¹ | Floor band |
|---|---:|---:|
| none | 0.486 | 0.503 |
| along the line | 0.445 | 0.0005 |

Smoothing lowers the noise about a thousandfold where the floor is read and by 8% where the floor is needed. Even this 8% is mostly not filtering. The mean of $|H|^2$ below 0.05 nm⁻¹ is about 0.98, and $0.98\times0.454=0.445$ nm³ is the first-order level. The smoothed images agree with it within their sampling scatter of about 2%, because their smaller noise leaves the fit nearly linear.

The correlation between neighbouring errors is 0.772, against $c_1/c_0=0.779$ from the formula. Without smoothing it is $-0.008$. That is about 2.3 times the scatter $1/\sqrt{81920}=0.0035$ expected for independent rows. The counts were drawn independently, so I read it as chance. A correlation $\rho$ between neighbours multiplies a white spectrum by $1+2\rho\cos(2\pi fd)$. With $\rho=-0.008$ this lowers the low-frequency entry by about 1.6% and raises the floor entry by about 1.5%, which accounts for most of the small difference between the two entries in the first line of the table.

## The error left after subtraction

Let $\langle\cdot\rangle_B$ be the mean over the floor band. Without smoothing, the floor read is $W+\langle P_e\rangle_B$. Subtracting it removes all the noise and a little roughness, leaving the variance error

$$\Delta V_0=-\frac{N-1}{L}\langle P_e\rangle_B .$$

With smoothing, the floor read is $F=\langle|H|^2(P_e+W)\rangle_B$, and

$$\Delta V=\frac1L\sum_{k\ne0}\left[|H|^2(P_e+W)-F-P_e\right]=A-B_1-B_2 .$$

Collecting the terms with $W$ and those with $P_e$ gives

$$A=\frac WL\sum_{k\neq0}\left(|H|^2-\langle|H|^2\rangle_B\right),$$

$$B_1=\frac1L\sum_{k\ne0}P_e(1-|H|^2),\qquad B_2=\frac{N-1}{L}\langle|H|^2P_e\rangle_B .$$

Here $A$ is surviving noise, $B_1$ is true roughness erased by the filter, and $B_2$ is roughness mistaken for floor.

Parseval's theorem applied to the weights gives $\frac1N\sum_k|H|^2=c_0$. Apart from the omitted $k=0$ term, then,

$$A\approx\sigma_\eta^2\,(c_0-\langle|H|^2\rangle_B)=0.567\,(0.2821-0.0006)=0.160\ \text{nm}^2 .$$

The full sum gives 0.159 nm².

For $B_1$, let the true edge have the covariance $\sigma^2e^{-|y|/\xi}$, with $\sigma=0.8$ nm and $\xi=20$ nm. Smoothing reduces its variance from $\sigma^2$ to $\sigma^2\sum_qc_qe^{-|q|d/\xi}$. Since $\sum_qc_q=1$,

$$B_1=\sigma^2\sum_qc_q\left(1-e^{-|q|d/\xi}\right).$$

With $c_q\approx0.2821\,e^{-q^2/4}$ and $d/\xi=0.04$, the sum is 0.0417 and $B_1=0.64\times0.0417=0.0267$ nm². The term $B_2$ is about $10^{-5}$ nm² and can be dropped. The prediction is

$$\Delta V=0.159-0.027=0.132\ \text{nm}^2 .$$

The fitted images give 0.128 nm², with a sampling scatter of about 0.004 nm² for 80 images. Nonlinear detection raises the smoothed noise variance by about 2%, so larger image sets lie slightly above the formula, near 0.137 nm². The true variance within the 819 nm image is 0.609 nm², so the error is 21% of it. In terms of three standard deviations:

| Treatment | $3\sigma$ (nm) |
|---|---:|
| true edge | 2.34 |
| unsmoothed, no subtraction | 3.32 |
| unsmoothed, floor subtracted | 2.30 |
| smoothed, floor subtracted | 2.58 |

The smoothed result is 10% too high. Its subtraction removes $F(N-1)/L\approx0.0005/0.8=0.0006$ nm², out of a noise variance of about 0.16 nm².

The unsmoothed error is $-0.020$ nm², against $-0.013$ nm² from the formula. The difference is within sampling scatter: the floor is a mean over about 8200 spectral values, so it is uncertain by about $0.503/\sqrt{8200}=0.006$ nm³, or 0.007 nm² in variance.

## Where in the spectrum the damage lies

For $f\ll1/d$ the true spectrum is the Fourier transform of the exponential covariance,

$$P_e(f)\approx\frac{2\sigma^2\xi}{1+(2\pi f\xi)^2},\qquad P_e(0)=25.6\ \text{nm}^3 .$$

At zero frequency the unsubtracted noise is a relative error of $0.454/25.6$, or 2%. The roughness falls to the level of $W$ at 0.060 nm⁻¹, while the filter passes half the power up to 0.166 nm⁻¹. Between these frequencies noise exceeds roughness and is still largely transmitted.

At 0.1 nm⁻¹, $P_e\approx0.161$ nm³ and $|H|^2\approx e^{-0.2527}=0.777$. The ratio of subtracted to true spectrum is then $0.777\,(0.161+0.454)/0.161\approx3.0$. Averaged over 0.08 to 0.12 nm⁻¹, the formula gives 2.84 and the images give 2.83. Without smoothing the images give 0.87. Part of that deficit is the roughness contained in the floor, and the rest is comparable with the sampling scatter.

The spectrum itself is nearly right at zero frequency, but a correlation length or roughness exponent fitted through this range would be distorted, because the range holds more noise than roughness.

## When the total error vanishes or changes sign

$A$ is proportional to $\sigma_\eta^2$, whereas $B_1$ and $B_2$ do not depend on the noise. With the filter and the true edge held fixed, they cancel at

$$\sigma_\eta^*=\sigma_\eta\sqrt{\frac{B_1+B_2}{A}}=0.753\sqrt{\frac{0.0267}{0.159}}=0.31\ \text{nm}.$$

For less noise than this, the smoothed edge comes out too smooth. At twenty times the dose, $\sigma_\eta=0.753/\sqrt{20}=0.17$ nm. The images then give $-0.0194$ nm² and the formula $-0.0187$ nm².

The filter width can produce the same cancellation. For Gaussian weights with a standard deviation of $r$ rows, $r\gtrsim1$ and $rd\ll\xi$, we have $c_0\approx1/(2\sqrt\pi\,r)$. The mean of $|q|$ under $c_q$ is about $2r/\sqrt\pi$. With a negligible floor,

$$\Delta V\approx\frac{\sigma_\eta^2}{2\sqrt\pi\,r}-\frac{2\sigma^2rd}{\sqrt\pi\,\xi},$$

which vanishes at $r^2=\sigma_\eta^2\xi/(4\sigma^2d)=5.5$, or $r\approx2.4$ rows; the full sums, without linearising in $rd/\xi$, put the zero at 2.45 rows. Near this setting the variance agrees with the truth within 1% while the spectrum does not: it is too high below about 0.08 to 0.09 nm⁻¹ and too low above. A correct total is therefore no evidence that the noise has been removed.

## What keeps or restores the subtraction

Smoothing across the line mixes pixels within one row and leaves different rows independent. With a Gaussian of one pixel in that direction, and the fitted profile broadened to match, the error spectrum is 0.485 nm³ at low frequency and 0.501 nm³ in the floor band. The variance error is $-0.020$ nm², as without smoothing. The harm comes from the direction of the filter, not from filtering as such.

If an image has already been smoothed along the line with known weights, $P_s/|H|^2=P_e+W$ restores a white floor to first order. The division must stop where $|H|^2$ becomes small. Here it was stopped at 0.30 nm⁻¹, where $|H|^2\approx0.10$, and the floor was read between 0.25 and 0.30 nm⁻¹. The variance error becomes $-0.038$ nm², or $-6\%$ instead of $+21\%$. About 0.024 nm² of this is expected from the spectrum of the sampled edge, which at these frequencies lies above the continuous formula for $P_e$ because of aliasing: 0.015 nm² from roughness inside the new floor band and 0.009 nm² from roughness above the cut. The repaired value scatters by about 0.006 nm² for 80 images, and larger sets lie near $-0.028$ nm², so much of the remainder is sampling.

Division up to the Nyquist frequency, where $|H|^2=0.0002$, would multiply whatever is there by about 5000. The smoothed error in the floor band is 0.0005 nm³, while the first-order value is $0.00063\times0.454=0.0003$ nm³. If an excess of this order extends to the Nyquist frequency, division turns it into a false contribution comparable with $W$ or larger.

## Beside a real measurement

The parameters are round numbers in the rough regime of an extreme-ultraviolet resist line in a low-dose micrograph: pixels somewhat below 1 nm and a roughness of a few nanometres at three standard deviations. A real edge can show a bright peak instead of a plain step. That changes $\sigma_\eta$ but not the argument about independent rows. A real beam also has a finite spot, which blurs the edge along the line before the counting noise arises. For a Gaussian spot of 1 nm standard deviation acting on the continuous edge, the model loses 0.035 nm² of true variance (0.034 nm² if the blur is applied to the sampled spectrum), about 6%, and floor subtraction does not restore it. To first order the variance error then becomes $-0.035$ nm² without smoothing and $+0.115$ nm² with it. Open record ends add 0.0003 nm³ to the floor. This is comparable with the smoothed floor itself, but it changes the variance by less than 0.001 nm². Noise that is correlated between rows in the instrument itself would break the white-floor assumption even without smoothing; its size depends on the instrument and is not estimated here.

The synthetic edges had fixed spectral amplitudes, which suppresses the natural variation between edges. For a single random edge of this length the variance scatters by 0.134 nm², as much as the bias of 0.128 nm². The variance of one smoothed edge, taken alone, would not reveal the fault. Its spectrum can, because it falls steeply at high frequency, where white noise would give a level floor. Averaging $n$ independent edges reduces the scatter as $1/\sqrt n$ and leaves the bias unchanged, so with ten edges the bias is about three times the scatter. The numerical output below lists the values used.

## Computed values

```
pixel pitch: 0.8 nm
rows per image: 1024
images averaged: 80
line length: 819.2 nm
true roughness sigma, endless line: 0.8 nm
correlation length: 20 nm
edge width parameter: 2 nm
background: 5 counts
step: 10 counts
filter standard deviation: 1 rows
Nyquist frequency: 0.625 1/nm
true spectrum at zero frequency: 25.6 nm^3
true variance in image: 0.6087 nm^2
noise sigma, formula: 0.7531 nm
noise variance, formula: 0.5672 nm^2
noise variance, images: 0.6237 nm^2
white level W, formula: 0.4537 nm^3
frequency where true spectrum meets W: 0.0598 1/nm
filter half-power frequency: 0.166 1/nm
sum of squared weights: 0.2821
mean |H|^2 in floor band: 0.000627
|H|^2 at Nyquist: 0.000207
error spectrum f<0.05/nm, unsmoothed: 0.486 nm^3
error spectrum floor band, unsmoothed: 0.503 nm^3
error spectrum f<0.05/nm, smoothed: 0.445 nm^3
error spectrum floor band, smoothed: 0.0005 nm^3
error spectrum f<0.05/nm, across-line: 0.485 nm^3
error spectrum floor band, across-line: 0.501 nm^3
neighbour error correlation, unsmoothed: -0.0079
neighbour error correlation, smoothed: 0.772
neighbour error correlation, formula: 0.779
floor read, unsmoothed: 0.511 nm^3
floor read, smoothed: 0.000507 nm^3
variance error, unsmoothed, images: -0.0197 nm^2
variance error, unsmoothed, formula: -0.0132 nm^2
variance error, smoothed, images: 0.128 nm^2
variance error, smoothed, formula: 0.132 nm^2
  surviving noise: 0.159 nm^2
  lost roughness: 0.0267 nm^2
  roughness inside floor: 8.5e-06 nm^2
variance error, across-line, images: -0.0202 nm^2
variance error, repaired, images: -0.0383 nm^2
3 sigma true: 2.34 nm
3 sigma, no subtraction, unsmoothed: 3.32 nm
3 sigma, subtracted, unsmoothed: 2.3 nm
3 sigma, subtracted, smoothed: 2.58 nm
subtracted/true at 0.08-0.12/nm, unsmoothed: 0.865
subtracted/true at 0.08-0.12/nm, smoothed: 2.83
subtracted/true at 0.08-0.12/nm, formula: 2.84
break-even noise sigma: 0.308 nm
dose gain of second set: 20
high dose: noise variance images/formula: 1.002
high dose: smoothed variance error, images: -0.0194 nm^2
high dose: smoothed variance error, formula: -0.0187 nm^2
neglected: open ends add to floor: 0.00026 nm^3
neglected: variance lost to 1 nm beam spot: 0.034 nm^2
neglected: variance scatter of one edge: 0.134 nm^2
edges for bias to equal scatter of mean: 1.1
```
